# Bloch Drift Peak in a Miniband with Two Relaxation Times, part 1

(Sections cited here and not found follow in the second part.)

## 1. The result

A carrier moves along the axis of a superlattice of period $d$, in a miniband of full width $\Delta$ with a cosine dispersion. A uniform steady field $F$ acts on it. Scattering relaxes the mean velocity with time $\tau_v$ and the mean energy with time $\tau_\varepsilon$. With the Bloch frequency $\omega = eFd/\hbar$, the drift velocity is

$$
v(F) = \frac{\Delta d}{2\hbar}\, C_0\, \frac{\omega \tau_v}{1 + \omega^2 \tau_v \tau_\varepsilon} .
$$

Here $C_0$ is the thermal average of $\cos kd$ at the lattice temperature. The velocity has one maximum for $F>0$, at

$$
\omega \sqrt{\tau_v \tau_\varepsilon} = 1 ,
\qquad
v_p = \frac{\Delta d}{4\hbar}\, C_0 \sqrt{\frac{\tau_v}{\tau_\varepsilon}} .
$$

If a single time governed both relaxations, the peak velocity would be $\Delta d\, C_0/(4\hbar)$. Elastic scattering relaxes velocity without removing energy, so that $\tau_v < \tau_\varepsilon$, and the peak is reduced by the factor $\sqrt{\tau_v/\tau_\varepsilon}$.

## 2. Band, force and averages

The miniband energy is

$$
\varepsilon(k) = \frac{\Delta}{2}\,(1 - \cos kd), \qquad -\frac{\pi}{d} < k \le \frac{\pi}{d} .
$$

It is zero at $k=0$ and $\Delta$ at the zone edge. The group velocity is

$$
v(k) = \frac{1}{\hbar}\frac{d\varepsilon}{dk} = \frac{\Delta d}{2\hbar} \sin kd .
$$

The carrier is given charge $e>0$, so the force $eF$ points along positive $k$. For electrons the axis is reversed and every formula below stays the same. Between collisions

$$
\hbar \frac{dk}{dt} = eF
\quad\Longrightarrow\quad
\frac{d(kd)}{dt} = \frac{eFd}{\hbar} = \omega .
$$

The phase $kd$ therefore advances at the angular rate $\omega$, and without collisions the velocity would oscillate at that frequency.

Let $f(k,t)$ be the distribution along the axis, normalised by

$$
\frac{d}{2\pi}\int_{-\pi/d}^{\pi/d} f \, dk = 1 ,
\qquad
\langle g \rangle = \frac{d}{2\pi}\int_{-\pi/d}^{\pi/d} g(k) f(k,t)\, dk .
$$

Two averages suffice:

$$
S = \langle \sin kd \rangle , \qquad C = \langle \cos kd \rangle .
$$

They give the drift velocity and the mean energy,

$$
v = \frac{\Delta d}{2\hbar} S , \qquad W = \frac{\Delta}{2}(1 - C) .
$$

The average $C$ also measures how light the carriers are. The inverse effective mass at $k$ is

$$
\frac{1}{\hbar^2}\frac{d^2\varepsilon}{dk^2} = \frac{\Delta d^2}{2\hbar^2}\cos kd = \frac{\cos kd}{m^*},
\qquad m^* = \frac{2\hbar^2}{\Delta d^2},
$$

where $m^*$ is the mass at the band bottom. The mean inverse mass is $C/m^*$. When heating spreads carriers into the upper half of the band, where $\cos kd<0$, the field accelerates them less effectively on average.

## 3. The collision model

The kinetic equation for a spatially uniform system is

$$
\frac{\partial f}{\partial t} + \frac{eF}{\hbar}\frac{\partial f}{\partial k}
= -\frac{f - f_0}{\tau_\varepsilon}
- \frac{f(k) - f(-k)}{2\tau_{el}} .
$$

The first collision term is inelastic. It replaces a carrier by one drawn from the thermal distribution $f_0(k)$ at the lattice temperature. Because $f$ and $f_0$ have the same normalisation, its integral over the zone vanishes and the number of carriers is conserved.

The second term describes elastic reversal of $k$. Carriers leave $k$ for $-k$ at the rate $1/(2\tau_{el})$ and arrive from $-k$ at the same rate. The two states have equal energy, since $\varepsilon(-k)=\varepsilon(k)$. The integral of this term also vanishes, because $f(k)-f(-k)$ is odd.

The factor of two makes $\tau_{el}$ the time in which reversal alone relaxes the velocity. Each reversal changes $\sin kd$ by $-2\sin kd$, and reversals occur at the rate $1/(2\tau_{el})$, so $S$ decays at the rate $1/\tau_{el}$.

The assumptions are now explicit. The motion is one-dimensional, the field is uniform, the carriers are non-degenerate, and both times are independent of $k$ and $F$. Transport is semiclassical and confined to one miniband. The second half discusses these assumptions and computes the effect of relaxing some of them.

## 4. Two closed equations

Multiply the kinetic equation by $\sin kd$ and average over the zone. The field term is integrated by parts:

$$
\frac{eF}{\hbar}\frac{d}{2\pi}\int \sin kd\, \frac{\partial f}{\partial k}\, dk
= \frac{eF}{\hbar}\frac{d}{2\pi}\Big[ f \sin kd \Big]_{-\pi/d}^{\pi/d}
- \frac{eFd}{\hbar}\,\frac{d}{2\pi}\int f\cos kd \, dk
= -\omega C .
$$

The boundary term vanishes because the sine is zero at both edges. On the right-hand side, $f_0$ is even in $k$ and has no sine average, so the inelastic term gives $-S/\tau_\varepsilon$. In the elastic term, substituting $k\to -k$ shows that $f(-k)$ has sine average $-S$. That term therefore gives

$$
-\frac{S-(-S)}{2\tau_{el}} = -\frac{S}{\tau_{el}} .
$$

Collecting the pieces,

$$
\frac{dS}{dt} = \omega C - \frac{S}{\tau_v},
\qquad
\frac{1}{\tau_v} = \frac{1}{\tau_\varepsilon} + \frac{1}{\tau_{el}} .
$$

Now multiply by $\cos kd$. The field term becomes

$$
\frac{eF}{\hbar}\frac{d}{2\pi}\int \cos kd\, \frac{\partial f}{\partial k}\, dk
= \frac{eF}{\hbar}\frac{d}{2\pi}\Big[ f \cos kd \Big]_{-\pi/d}^{\pi/d}
+ \omega\,\frac{d}{2\pi}\int f\sin kd\, dk
= \omega S .
$$

Here the boundary term vanishes because $f$ and $\cos kd$ each have equal values at the two edges, which are the same physical state. The plus sign comes from the derivative of the cosine. The elastic term contributes nothing, because $f(k)$ and $f(-k)$ have the same cosine average. The inelastic term gives $-(C-C_0)/\tau_\varepsilon$, with $C_0$ the cosine average in $f_0$. Thus

$$
\frac{dC}{dt} = -\omega S - \frac{C - C_0}{\tau_\varepsilon} .
$$

Since $W$ is linear in $C$, this is the energy equation, and $\tau_\varepsilon$ is indeed the energy relaxation time. No higher harmonic of $f$ appears in either equation. The equations close because the collision rates do not depend on $k$. They suffice for the velocity and the energy because the band has only one harmonic, so that $v$ and $W$ are fixed by $S$ and $C$.

## 5. Steady state

Set both time derivatives to zero. The velocity equation gives

$$
S = \omega\tau_v C ,
$$

and the energy equation gives

$$
C = C_0 - \omega\tau_\varepsilon S .
$$

Insert the first into the second:

$$
C = C_0 - \omega^2\tau_v\tau_\varepsilon C
\quad\Longrightarrow\quad
C = \frac{C_0}{1+\omega^2\tau_v\tau_\varepsilon} .
$$

Then

$$
S = \frac{C_0\,\omega\tau_v}{1+\omega^2\tau_v\tau_\varepsilon},
$$

and multiplication by $\Delta d/(2\hbar)$ gives the stated $v(F)$.

The product of the two times comes from a closed loop. The field turns $C$ into $S$, with strength $\omega\tau_v$. The resulting drift absorbs power and lowers $C$, with strength $\omega\tau_\varepsilon$. The strength of the complete loop is $\omega^2\tau_v\tau_\varepsilon$, and this is why the geometric mean of the times sets the field scale.

## 6. The thermal average

For non-degenerate carriers $f_0$ is proportional to $e^{-\varepsilon/k_BT}$. Define $u=\Delta/(2k_BT)$ and $\theta=kd$. The constant factor $e^{-u}$ cancels in the average, leaving

$$
C_0 = \frac{\int_{-\pi}^{\pi} \cos\theta\, e^{u\cos\theta}\,d\theta}
{\int_{-\pi}^{\pi} e^{u\cos\theta}\,d\theta}
= \frac{I_1(u)}{I_0(u)} .
$$

The last form uses the integral definition of the modified Bessel functions,

$$
I_n(u)=\frac{1}{2\pi}\int_{-\pi}^{\pi} e^{u\cos\theta}\cos n\theta\,d\theta .
$$

For a hot or narrow band, $u\ll1$, expand the exponential to first order. The numerator becomes $\int(\cos\theta+u\cos^2\theta)\,d\theta=\pi u$ and the denominator $2\pi$, so $C_0\simeq u/2=\Delta/(4k_BT)$. The peak velocity then varies as $\Delta^2/T$ when the times are held fixed.

For $u\gg1$ the carriers stay near $\theta=0$. There $e^{u\cos\theta}\simeq e^{u}e^{-u\theta^2/2}$, a Gaussian with $\langle\theta^2\rangle=1/u$. Hence $C_0\simeq1-\langle\theta^2\rangle/2=1-1/(2u)$.

## 7. The maximum

Write $x=\omega\sqrt{\tau_v\tau_\varepsilon}$. Then $\omega\tau_v=x\sqrt{\tau_v/\tau_\varepsilon}$, and

$$
v=\frac{\Delta d}{2\hbar}C_0\sqrt{\frac{\tau_v}{\tau_\varepsilon}}\,\frac{x}{1+x^2}
= v_p\,\frac{2x}{1+x^2} .
$$

The derivative of the last fraction is

$$
\frac{d}{dx}\frac{2x}{1+x^2}
=\frac{2(1+x^2)-4x^2}{(1+x^2)^2}
=\frac{2(1-x^2)}{(1+x^2)^2} .
$$

It is positive for $0<x<1$ and negative for $x>1$. The single maximum is at $x=1$, where the fraction equals one. This proves both the peak condition and the value of $v_p$. The peak field is

$$
F_p=\frac{\hbar}{ed\sqrt{\tau_v\tau_\varepsilon}} .
$$

At the peak $C=C_0/2$: the mean inverse mass has fallen to half its thermal value.

The peak is broad. Half the peak velocity is reached where $2x/(1+x^2)=1/2$, that is $x^2-4x+1=0$. The roots are $x=2\pm\sqrt3$, or $0.27$ and $3.73$.

## 8. What the reduction means

From the definition of $\tau_v$,

$$
\frac{\tau_v}{\tau_\varepsilon}=\frac{\tau_{el}}{\tau_\varepsilon+\tau_{el}}\le 1,
\qquad
\left(\frac{eF_pd}{\hbar}\right)^2=\frac{1}{\tau_\varepsilon}\left(\frac{1}{\tau_\varepsilon}+\frac{1}{\tau_{el}}\right).
$$

Equality holds in the limit of no elastic scattering. Two comparisons follow. With $\tau_\varepsilon$ held fixed, more elastic scattering raises the peak field and lowers the peak velocity. With $\tau_{el}$ held fixed, slower energy relaxation lowers both.

The peak condition itself needs no ordering of the times. It follows from the two balance equations for any positive $\tau_v$ and $\tau_\varepsilon$. The word "reduced" does need $\tau_v<\tau_\varepsilon$, which the present collision model supplies.

## 9. The peak is a steady state, not an oscillation

Let $a=1/\tau_v$ and $b=1/\tau_\varepsilon$. Deviations of $S$ and $C$ from their steady values vary as $e^{\lambda t}$, with

$$
(\lambda+a)(\lambda+b)+\omega^2=0,
\qquad
\lambda=-\frac{a+b}{2}\pm\sqrt{\frac{(a-b)^2}{4}-\omega^2} .
$$

Both roots have negative real parts, because their sum is negative and their product $ab+\omega^2$ is positive. The uniform steady state is therefore reached after any uniform disturbance at fixed field.

The approach oscillates if $\omega>|a-b|/2$. At the peak $\omega^2=ab$, so with $r=a/b=\tau_\varepsilon/\tau_v\ge1$ the condition is $4r>(r-1)^2$, or $r<3+2\sqrt2\simeq5.8$. For a larger ratio the peak exists although the transient has no oscillation at all. A drift peak is thus no evidence of many coherent Bloch cycles.

# Second half: limits, example and validity

## 10. Symbols and results carried over

The miniband is $\varepsilon(k)=(\Delta/2)(1-\cos kd)$, with width $\Delta$ and period $d$. The Bloch frequency is $\omega=eFd/\hbar$. Velocity relaxes in $\tau_v$ and energy in $\tau_\varepsilon$, with $1/\tau_v=1/\tau_\varepsilon+1/\tau_{el}$, where $\tau_{el}$ belongs to elastic reversal of $k$. The averages are $C=\langle\cos kd\rangle$ and $S=\langle\sin kd\rangle$; the thermal value of $C$ is $C_0=I_1(u)/I_0(u)$, with $u=\Delta/(2k_BT)$. The mean energy is $W=(\Delta/2)(1-C)$, with thermal value $W_0$. The drift curve is

$$
v=v_p\frac{2x}{1+x^2},\qquad x=\omega\sqrt{\tau_v\tau_\varepsilon}=\frac{F}{F_p},\qquad
v_p=\frac{\Delta d}{4\hbar}C_0\sqrt{\frac{\tau_v}{\tau_\varepsilon}} .
$$

## 11. Low field, high field and power

For $x\ll1$ the curve is linear, $v=\mu F$. Replacing the denominator of $v(F)$ by one gives

$$
\mu=\frac{e\Delta d^2C_0\tau_v}{2\hbar^2}=\frac{e\tau_v}{m^*}C_0,
\qquad m^*=\frac{2\hbar^2}{\Delta d^2} .
$$

The low-field mobility contains $\tau_v$ and no separate $\tau_\varepsilon$. Since $v\simeq2v_pF/F_p$ in the same limit, $v_p=\mu F_p/2$.

The steady energy equation is $\omega S=(C_0-C)/\tau_\varepsilon$. Multiplying by $\Delta/2$, and using $(\Delta/2)\omega S=eF(\Delta d/2\hbar)S=eFv$, gives

$$
eFv=\frac{W-W_0}{\tau_\varepsilon} .
$$

The field supplies the power on the left, and inelastic scattering removes it. As $F$ grows, $C\to0$ and $W\to\Delta/2$: the miniband becomes evenly filled. In the steady state $C$ remains positive, so the excess energy stays below $\Delta C_0/2$. It approaches this value at high field, where

$$
v\simeq\frac{\Delta C_0}{2eF\tau_\varepsilon} .
$$

The fall of velocity as $1/F$ is a consequence of bounded energy and a fixed energy relaxation time.

The two-time model now gives the full drift curve: a linear rise at low field, a single peak, and a fall as $1/F$ at high field. What remains is to put numbers to an example and to examine how far the model's assumptions hold.
